# Small-Angle Deflection of a Fast Ion by a Screened Coulomb Potential

**Q.** You want the deflection of a fast ion, and you begin by assuming that it travels in a straight line. A straight line has no deflection.

**A.** The straight line is used to evaluate the force, and the force then gives the deflection. Let the ion have mass \(M_1\), speed \(v\) and laboratory energy \(E=M_1v^2/2\). It passes a free atom of mass \(M_2\), initially at rest, at impact parameter \(p\). The motion is classical, elastic and nonrelativistic, and the two repel through

\[
V(r)=\frac{C}{r}\,e^{-r/a},\qquad C>0 .
\]

In atomic units two bare nuclei have \(C=Z_1Z_2\). When the form is fitted to a real potential over a limited range of distance, \(C\) is an effective strength.

The force is proportional to \(V\). It bends the path by a relative amount of order \(V/E\), and this bending changes the force by an amount of order \(V^2/E\). To first order in \(V/E\) we may therefore use the unperturbed path \(x=vt\), \(y=p\), with \(r^2=x^2+p^2\).

The sideways force is \(-\partial V/\partial p\), positive for repulsion, so the sideways momentum gained is

\[
\Delta P=-\int_{-\infty}^{\infty}\frac{\partial V}{\partial p}\,dt
=-\frac1v\frac{d}{dp}\int_{-\infty}^{\infty}V\!\left(\sqrt{x^2+p^2}\right)dx .
\]

The force along the path is odd in \(x\), so at this order its impulse vanishes: the ion is slowed on the way in and sped up equally on the way out.

**Q.** The integral still has to be done. Where would a Bessel function come from?

**A.** From the substitution \(x=p\sinh w\), which gives \(r=p\cosh w\) and \(dx=p\cosh w\,dw=r\,dw\). The factor \(r\) cancels the \(1/r\) of the potential:

\[
\int_{-\infty}^{\infty}V\,dx=2C\int_0^\infty e^{-(p/a)\cosh w}\,dw=2C\,K_0(p/a).
\]

The last integral is the standard representation of the modified Bessel function \(K_0\). Differentiating it under the integral sign gives

\[
-K_0'(z)=\int_0^\infty \cosh w\;e^{-z\cosh w}\,dw=K_1(z).
\]

The chain rule supplies a factor \(1/a\), and the two minus signs cancel:

\[
\Delta P=\frac{2C}{av}\,K_1(p/a).
\]

For a small angle, the deflection in radians is the sideways momentum divided by the forward momentum \(M_1v\). Since \(M_1v^2=2E\),

\[
\psi_1=\frac{\Delta P}{M_1v}=\frac{2C}{aM_1v^2}K_1(p/a)=\frac{C}{aE}\,K_1(p/a).
\]

**Q.** The atom recoils. Its mass must matter, and I suspect you have mixed laboratory and centre-of-mass quantities.

**A.** Here \(\psi_1\) is the laboratory angle and \(E\) the laboratory energy. During the passage the atom moves by a distance that is itself proportional to \(V\), so its motion changes the force at second order. That is why \(M_2\) is absent from \(\psi_1\).

The centre-of-mass description agrees. With \(m=M_1/M_2\), the energy of relative motion is \(E_c=E/(1+m)\), and the same calculation for the relative coordinate gives \(\theta_1=CK_1(p/a)/(aE_c)=(1+m)\psi_1\). At small angles the laboratory angle is \(\theta/(1+m)\), as shown below, which returns \(\psi_1\).

The mass does enter the energy given to the atom, which receives the opposite momentum:

\[
T=\frac{\Delta P^2}{2M_2}=\frac{(M_1v\psi_1)^2}{2M_2}=m\,E\,\psi_1^2 .
\]

This is second order in \(V/E\), consistent with no energy loss at first order.

**Q.** If the result is right, it should reduce to Rutherford scattering when screening is irrelevant.

**A.** Take \(p\ll a\), so that \(z=p/a\) is small. In the integral for \(K_1\), write \(\cosh w=\sinh w+e^{-w}\). The first part integrates directly:

\[
\int_0^\infty\sinh w\,e^{-z\cosh w}dw=\frac{e^{-z}}{z}.
\]

The second part is smaller than \(\int_0^\infty e^{-w}dw=1\). Hence \(K_1(z)\to1/z\) and

\[
\psi_1\to\frac{C}{pE}\qquad(p\ll a).
\]

The Rutherford relation is \(\tan(\theta/2)=C/(2pE_c)\). At small angle it gives \(\theta=C/(pE_c)\), which is the same result after division by \(1+m\).

For \(p\gg a\) the integral comes from small \(w\), where \(\cosh w\simeq1+w^2/2\). The remaining Gaussian integral gives \(K_1(z)\simeq\sqrt{\pi/(2z)}\,e^{-z}\), so

\[
\psi_1\simeq\frac{C}{aE}\sqrt{\frac{\pi a}{2p}}\;e^{-p/a}\qquad(p\gg a).
\]

Screening replaces the slow \(1/p\) decrease by an exponential one.

**Q.** "To first order" can hide a large error. How large is the next term?

**A.** It can be found from the full classical angle. In the centre-of-mass frame, conservation of energy and angular momentum gives

\[
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}},
\]

where \(r_0\) is the distance of closest approach, at which the root vanishes. Expanding the root directly in \(V\) produces divergent integrals at \(r=p\). A change of variable avoids them:

\[
s=r\sqrt{1-V(r)/E_c},\qquad
1-\frac{V}{E_c}-\frac{p^2}{r^2}=\frac{s^2-p^2}{r^2}.
\]

**Q.** Is that change of variable legitimate over the whole path?

**A.** Yes, for this repulsion. We have

\[
\frac{d(s^2)}{dr}=2r\left(1-\frac{V}{E_c}\right)-\frac{r^2V'}{E_c}>0,
\]

because \(V<E_c\) on the path and \(V'<0\). So \(s\) rises steadily from \(p\) at closest approach to infinity. The angle becomes

\[
\theta=\pi-2p\int\frac{1}{\sqrt{s^2-p^2}}\frac{dr}{r},\qquad
\frac{dr}{r}=\frac{ds}{s}-\frac12\,d\ln\!\left(1-\frac{V}{E_c}\right),
\]

where the second relation is the differential of \(\ln r=\ln s-\tfrac12\ln(1-V/E_c)\). The \(ds/s\) part gives \(2p\int_p^\infty ds/(s\sqrt{s^2-p^2})=\pi\), which cancels the leading \(\pi\). What remains is

\[
\theta=p\int_p^\infty\frac{ds}{\sqrt{s^2-p^2}}\;\frac{d}{ds}\ln\!\left(1-\frac{V(r(s))}{E_c}\right).
\]

The lower limit is now \(p\) whatever the strength of the repulsion, so the logarithm can be expanded when \(V/E_c\) is small.

**Q.** But \(V\) is still evaluated at \(r\), not at \(s\).

**A.** To the order needed, \(r\simeq s+sV(s)/(2E_c)\), and therefore \(V(r)\simeq V(s)+sV(s)V'(s)/(2E_c)\). Using \(\ln(1-q)=-q-q^2/2-\dots\),

\[
\ln\!\left(1-\frac{V(r)}{E_c}\right)\simeq-\frac{V}{E_c}-\frac{V^2+sVV'}{2E_c^2}
=-\frac{V}{E_c}-\frac{1}{4E_c^2s}\frac{d(s^2V^2)}{ds},
\]

with every \(V\) on the right taken at \(s\). For our potential \(s^2V^2=C^2e^{-2s/a}\), whose derivative is \(-(2C^2/a)e^{-2s/a}\). The logarithm is then

\[
-\frac{C}{E_c}\frac{e^{-s/a}}{s}+\frac{C^2}{2aE_c^2}\frac{e^{-2s/a}}{s}.
\]

The correction has the original shape, with half the screening length and the opposite sign. One integral serves both terms. For \(h(s)=e^{-s/b}/s\), put \(s=\sqrt{x^2+p^2}\), so that \(dx=s\,ds/\sqrt{s^2-p^2}\):

\[
p\int_p^\infty\frac{h'(s)\,ds}{\sqrt{s^2-p^2}}
=\int_0^\infty h'(s)\frac ps\,dx
=\frac{d}{dp}\int_0^\infty h\,dx
=\frac{d}{dp}K_0(p/b)=-\frac1bK_1(p/b).
\]

Set \(b=a\) in the first term and \(b=a/2\) in the second. With \(\varepsilon=C/(aE_c)\),

\[
\theta=\varepsilon K_1(p/a)-\varepsilon^2K_1(2p/a)+\text{third order}.
\]

**Q.** That is a centre-of-mass angle. I asked about the laboratory.

**A.** After the collision the ion has speed \(vM_2/(M_1+M_2)\) in the centre-of-mass frame, in a direction turned by \(\theta\). The frame itself moves forward at \(vM_1/(M_1+M_2)\). Adding the velocities gives

\[
\tan\psi=\frac{\sin\theta}{\cos\theta+m}.
\]

This is odd in \(\theta\), so \(\psi=\theta/(1+m)\) with a correction of order \(\theta^3\). Since \(\varepsilon=(1+m)C/(aE)\),

\[
\psi=\frac{C}{aE}K_1\!\left(\frac pa\right)-(1+m)\left(\frac{C}{aE}\right)^2K_1\!\left(\frac{2p}{a}\right)+\text{third order}.
\]

The target mass first appears in the second term. Laboratory trajectories of both particles, computed from Newton's equations at \(p/a=1.5\) and \(C/(aE)=0.005\), show this. For \(m=0.1\), 1 and 5 the angle falls below \(\psi_1\) by 0.080%, 0.145% and 0.433%. Divided by \(1+m\), each shortfall is about 0.072%.

**Q.** So is a small angle enough to trust the first term?

**A.** Nearly, provided the small angle is the centre-of-mass angle \(\theta\). Relative to \(\psi_1\), the second term has size \(\varepsilon K_1(2p/a)/K_1(p/a)\). For \(p\gg a\) the asymptotic form gives \(K_1(2z)/K_1(z)\simeq e^{-z}/\sqrt2\), while \(\theta\simeq\varepsilon\sqrt{\pi/(2z)}\,e^{-z}\). Eliminating \(\varepsilon e^{-z}\),

\[
\text{relative error}\simeq\theta\sqrt{\frac{p}{\pi a}}\qquad(p\gg a).
\]

At a given small \(\theta\) the error therefore grows slowly with \(p/a\). A small laboratory angle is not enough, because \(\theta\simeq(1+m)\psi\). For a heavy ion on a light atom the laboratory angle is always small, yet at \(p/a=3\) and \(\psi_1=0.005\) rad the impulse value is 0.8% too high for \(m=1\) and 30% too high for \(m=70\).

For \(p\ll a\) the ratio of Bessel functions tends to \(1/2\), and the second-order error is \(\varepsilon/2\simeq\theta p/(2a)\). It vanishes in the pure Coulomb limit \(a\to\infty\), where \(s^2V^2\) is constant. The Rutherford formula then supplies the next correction: \(2\arctan(q/2)=q-q^3/12+\dots\) with \(q=C/(pE_c)\), a relative change of \(q^2/12\) in the centre-of-mass angle. For unequal masses, conversion to the laboratory angle adds another change of order \(q^2\). Close collisions, where \(q\) is not small, lie outside the approximation.

**Q.** Give me a case with numbers. Real atoms are not screened by one exponential.

**A.** Take a gallium ion of 30000 eV, a typical energy in a focused ion beam, passing an atom of solid gallium at \(p=1.00\) angstrom. The masses are equal, so \(m=1\). The Ziegler–Biersack–Littmark (ZBL) universal potential, a sum of four screened terms, represents the pair. I choose \(a\) and \(C\) so that the single exponential has the ZBL value and slope at \(r=p\). The value is 147.2 eV, and the slope condition gives \(a=0.3256\) angstrom, so \(p/a=3.071\). Then

\[
C=V(p)\,p\,e^{p/a}=147.2\times1.00\times e^{3.071}\simeq3175\ \text{eV angstrom}.
\]

The ZBL potential has its own screening length, 0.1063 angstrom, about a third of \(a\). The local decay rate of a sum of exponentials is the average of their rates, weighted by the size of each term at that distance. Far out, the slowly decaying terms carry most of the weight.

The impulse angle follows:

\[
\frac{C}{aE}=\frac{3175}{0.3256\times30000}=0.3250,
\]
\[
\psi_1=0.3250\times0.03689=0.01199\ \text{rad}=0.687^\circ .
\]

The second term is \(-2\times0.3250^2\times0.001151=-0.000243\) rad. The sum, 0.01175 rad, agrees to the digits shown with the full classical angle for the same potential. The impulse value is 2.0% above that angle.

The recoil energy is \(T=30000\times0.01199^2=4.31\) eV, against 4.14 eV from the full classical angle. The excess is about twice that of the angle, because \(T\) varies as the angle squared.

**Q.** You fitted the potential at one point, but the ion feels it along the whole path.

**A.** The first-order angle is linear in \(V\), so a sum of screened terms gives a sum of \(K_1\) terms, each with its own strength and length. For the four ZBL terms this sum is 0.01187 rad, 1% below the fitted value. The local fit is adequate here.

**Q.** And closer in?

**A.** Keep \(C\), \(a\) and \(E\) fixed and change \(p\) alone. This examines the approximation, not gallium, since the fit belongs to 1.00 angstrom.

| \(p\) (angstrom) | impulse (rad) | two terms (rad) | full classical (rad) |
|---|---|---|---|
| 0.25 | 0.298 | 0.242 | 0.247 |
| 0.50 | 0.0857 | 0.0779 | 0.0785 |
| 1.00 | 0.01199 | 0.01175 | 0.01175 |
| 1.50 | 0.0020 | 0.0020 | 0.0020 |

Relative to the full classical angle, the impulse result is 9% too high at 0.50 angstrom and 20% too high at 0.25 angstrom. The second term removes most of the excess, leaving the two-term angle about 2% low at 0.25 angstrom.

**Q.** Then you know the deflection in real gallium to 2%?

**A.** No. That is the error of the impulse step within one chosen potential, and the larger uncertainties lie elsewhere. ZBL is an averaged model, not a calculation for this pair of atoms. The Molière potential with the Firsov screening length gives 0.01645 rad at first order, 39% above the corresponding ZBL value. The error can also have the other sign: a rough all-electron local-density estimate for two neutral gallium atoms puts \(V\) near 110 eV at 1 angstrom and the first-order angle near 0.010 rad, about 17% below the fitted value.

Thermal motion matters as much if \(p\) is measured from the lattice site. At 295 K, with a rough Debye temperature of 300 K, the rms displacement along one axis is \(u=0.084\) angstrom. Since \(\psi_1\) varies roughly as \(p^{-1/2}e^{-p/a}\), the relative spread should be about \(u\,[1/a+1/(2p)]\simeq0.30\). Averaging over a Gaussian displacement along the direction of \(p\) gives an rms spread of 33% of the undisplaced \(\psi_1\). This depends on the rough input: a Debye temperature of 240 K gives \(u=0.104\) angstrom and a spread of 44%. In this one-direction average the mean angle rises by 5%, because \(K_1\) is convex: displacements towards the path add more than equal displacements away remove. Displacement perpendicular to both the path and the direction of \(p\), left out here, makes the rise somewhat smaller.

A solid also has other atoms. If one faces the first across the path at a rough spacing of 2.7 angstrom, the ion passes it at 1.7 angstrom and receives an opposite kick of 0.0012 rad, about 10% of the main one. The figure is sensitive to the spacing: solid gallium also has a nearer neighbour at about 2.45 angstrom, for which the opposite kick would be about 20%.

**Q.** What about electrons, quantum mechanics and the binding of the atom?

**A.** For the angle, the effects estimated here are smaller than the thermal spread and the uncertainty in the potential. The Firsov estimate of the energy lost to electrons is 22 eV, or 0.07% of \(E\), and the angle varies as \(1/E\). Rough as this estimate is, the loss is several times the recoil energy, so \(T\) must not be read as the ion's total energy loss.

Quantum mechanics limits how sharply \(p\) and the angle can be defined together. A packet of rms sideways width \(w\) has an angular spread of at least \(\hbar/(2M_1vw)\), and the kick varies across it by about \(w|d\psi_1/dp|\). If position and angle are uncorrelated in the incoming packet, the squares add, and the best \(w\), here about 0.02 angstrom, leaves a spread \(\sqrt{(\hbar/M_1v)\,|d\psi_1/dp|}\). With \(\hbar/(M_1va)=9.7\times10^{-5}\) and \(|d\psi_1/dp|\simeq\psi_1[1/a+1/(2p)]\), this is about 10% of the deflection. The mean angle of such a packet changes by less than 1%.

The passage time \(p/v\) is 0.35 fs, while the shortest lattice period, from the same Debye temperature, is about 160 fs. The atom therefore responds as if free during the collision. Binding decides what becomes of its 4 eV afterwards, which this calculation does not address. It also leaves out the net charge of the ion, whose effect I have not estimated. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
TESTS
Order of remainder after two terms: 3.001
M1/M2 = 0.1: trajectory angle / impulse = 0.99920
M1/M2 = 1.0: trajectory angle / impulse = 0.99855
M1/M2 = 5.0: trajectory angle / impulse = 0.99567
EXAMPLE: Ga ion passing a Ga atom
Ion energy E: 30000 eV
Impact parameter p: 1.00 angstrom
ZBL screening length: 0.1063 angstrom
ZBL potential at r = p: 147.2 eV
Matched length a: 0.3256 angstrom
Matched strength C: 3175 eV angstrom
p/a: 3.0710
K1(p/a): 0.03689
K1(2p/a): 0.001151
C/(aE): 0.3250
Impulse angle: 0.01199 rad = 0.687 degrees
Second-order term: -0.000243 rad
Two-term angle: 0.01175 rad
Exact classical angle, matched V: 0.01175 rad
Impulse excess over exact: 2.02 %
Recoil energy, impulse: 4.31 eV
Recoil energy, exact classical: 4.14 eV
Impulse angle, four-term ZBL: 0.01187 rad
Exact classical angle, ZBL: 0.01163 rad
TABLE, same C and a: p (angstrom), impulse, two-term, exact (rad)
0.25  0.29804  0.24235  0.24748
0.50  0.08568  0.07789  0.07853
0.75  0.03074  0.02942  0.02948
1.00  0.01199  0.01175  0.01175
1.50  0.00204  0.00203  0.00203
EFFECTS LEFT OUT
Moliere impulse angle: 0.01645 rad
Moliere / ZBL angle: 1.385
Rough Ga-Ga spacing: 2.7 angstrom
Opposite kick of facing atom: 0.00117 rad
Facing atom / main angle: 9.8 %
Temperature: 295 K; rough Debye temperature: 300 K
Thermal rms displacement, one axis: 0.084 angstrom
Thermal rms spread of angle: 33.4 %
Thermal shift of mean angle: 5.1 %
Firsov electronic loss: 22.0 eV
Electronic loss / E: 0.073 %
Diffraction angle hbar/(M1 v a): 9.71e-05 rad
Passage time p/v: 0.347 fs
Shortest lattice period: 160 fs
```
